\section*{Why unweighted impedance fits hide small high-frequency arcs}

\section{The question}

An impedance spectrum contains a large arc at low frequency and a small one at high frequency. Why can an unweighted least-squares fit follow the spectrum closely on the scale of the whole plot and still return a wrong resistance for the small arc? How does the error change when each point is weighted by the inverse of its modulus?

The model fitted to the data is
\begin{equation}
Z(\omega)=Z_1+Z_2=\frac{R_1}{1+i\omega\tau_1}+\frac{R_2}{1+i\omega\tau_2},
\qquad \tau_j=R_jC_j ,
\end{equation}
with time factor $e^{i\omega t}$, $R_1\ll R_2$ and $\tau_1\ll\tau_2$. The fit minimises
\begin{equation}
S=\sum_k w_k^2\,|Z_k^{\rm data}-Z(\omega_k)|^2 ,
\end{equation}
with frequencies evenly spaced in $\ln\omega$. Unit weighting means constant $w_k$; proportional weighting means $w_k=1/|Z_k|$.

The example has $R_1=5$ k$\Omega$, $C_1=0.12$ nF, $R_2=500$ k$\Omega$, $C_2=15$ nF, and 61 points from 1 Hz to 1 MHz, ten per decade. The arcs peak at 265 kHz and 21 Hz.

\section{The mechanism}

Leaving out the small arc costs an error of order $R_1$ at each frequency below its peak. On the scale of the plot this is $R_1/R_2=1\%$. Relative to the local impedance it is of order one above the crossover frequency, where $|Z_2|=R_1$:
\begin{equation}
f_c=\frac{1}{2\pi R_1C_2}=2.1\ \text{kHz}.
\end{equation}
Of the 61 points, 27 lie above $f_c$, yet they carry 0.016\% of $\sum|Z|^2$.

Fitting one ideal arc to the noise-free two-arc spectrum shows the consequence. With unit weights the rms misfit is 0.79\% of $R_2$. Noise of 1\% of $|Z|$ in each of the real and imaginary parts has an rms size of 0.68\% of $R_2$, so the missing process costs about as much as the noise. With proportional weights the rms relative misfit is 66\%, against 1.4\% for the noise. Most of this comes from the 27 upper points, where the rms relative misfit is 97\%; at the other 34 points it is 22\%.

There is a second part to the mechanism. At low frequency $\partial Z/\partial R_1\simeq1$: the small arc acts there as a constant added to the real part. Unit weighting therefore lets $R_1$ absorb errors of the large arc. After division by $|Z|$, the response to a relative change of $R_1$ is about $R_1/|Z|$, near 1\% on the low-frequency plateau, and this route is nearly closed.

\section{Scatter and bias are different things}

Stack real and imaginary parts into one real vector. Let $J$ hold the derivatives of the model with respect to the parameters $p$, let $W$ be the diagonal matrix of weights, and let $e$ be the data minus the model at the true parameters. For small $e$ the fit minimises $|W(e-J\,\delta p)|^2$. Setting its gradient to zero gives
\begin{equation}
J^TW^2(e-J\,\delta p)=0
\quad\Rightarrow\quad
\delta p=G\,e,\qquad G=(J^TW^2J)^{-1}J^TW^2 .
\end{equation}
If the model is correct and $e$ is noise with zero mean, then $\langle\delta p\rangle=0$ to first order for any weights fixed independently of the noise. Unit weighting does not by itself create a first-order bias. The weights do change the covariance $G\Sigma G^T$, where $\Sigma=\langle ee^T\rangle$.

The best choice follows from $GJ=1$. Let $G_0$ be the estimator with $W^2=\Sigma^{-1}$, and write $G=G_0+D$. Since $GJ=G_0J=1$, we have $DJ=0$. Also $\Sigma G_0^T=J(J^T\Sigma^{-1}J)^{-1}$, so $D\Sigma G_0^T=0$ and
\begin{equation}
G\Sigma G^T=G_0\Sigma G_0^T+D\Sigma D^T .
\end{equation}
The last term cannot lower any variance. If the errors are uncorrelated, $\Sigma$ is diagonal and the weights should be inverse to the standard error of each point. Proportional weighting suits proportional errors, and unit weighting suits constant absolute errors.

In 400 noisy spectra with 1\% proportional noise, the scatter of $R_1$ was 2.7\% with unit and 0.22\% with proportional weights. The mean shifts, $-0.16\%$ and $-0.006\%$, are comparable with or below the statistical errors of the means, $2.7\%/\sqrt{400}=0.14\%$ and $0.22\%/\sqrt{400}=0.011\%$. With constant noise of 50 $\Omega$ per component the order reverses: 0.18\% for unit and 0.25\% for proportional weights.

\section{Bias with unit weights}

A large bias needs an error that does not average out. Suppose the large arc is slightly depressed,
\begin{equation}
Z_2^{\rm true}=\frac{R_2}{1+(i\omega\tau_2)^n},\qquad n=1-\delta,
\end{equation}
but is fitted with $n=1$. Put $y=\omega\tau_2$ and $x=\ln y$, so that $\ln(iy)=x+i\pi/2$. Differentiating with respect to $n$ and multiplying by $-\delta$ gives
\begin{equation}
e=\delta R_2\,g\,(x+i\pi/2),\qquad
g=\frac{iy}{(1+iy)^2}.
\end{equation}

Let $\zeta=1/(1+iy)$, and let $\zeta_1,g_1$ be the same functions with $\tau_1$ in place of $\tau_2$. The fitted change of the model is
\begin{equation}
\delta Z=R_2\,(a\zeta+bg+c\zeta_1+dg_1),
\end{equation}
where $a=\delta\ln R_2$ and $b=-\delta\ln\tau_2$, while $c=(R_1/R_2)\,\delta\ln R_1$ and $d=-(R_1/R_2)\,\delta\ln\tau_1$.

For dense points, sums become integrals $\langle u,v\rangle=\int{\rm Re}(u^*v)\,dx$. Each point stands for a strip of width $h=\ln(10)/10$, so the window begins half a step below the first point. Define
\begin{equation}
L_j=\ln\frac{1}{\omega_{\min}\tau_j}+\frac h2 .
\end{equation}
Assume well-separated arcs, a window reaching well below the large arc's peak and well above the small arc's, and drop terms of order $e^{-L_2}$. The first products are
\begin{align}
\langle\zeta,\zeta\rangle&=\int\frac{dx}{1+y^2}=L_2, &
\langle\zeta,g\rangle&=\langle g,g\rangle=\int_0^\infty\frac{y\,dy}{(1+y^2)^2}=\frac12 .
\end{align}
Where the large arc varies, $\zeta_1\simeq1$. Hence
\begin{align}
\langle\zeta_1,\zeta\rangle&=L_2, &
\langle\zeta_1,g\rangle&=\int_0^\infty\frac{2y\,dy}{(1+y^2)^2}=1 .
\end{align}
Within the small arc, $\langle\zeta_1,\zeta_1\rangle=L_1$ and $\langle\zeta_1,g_1\rangle=\langle g_1,g_1\rangle=1/2$. Products of $g_1$ with large-arc functions are neglected.

For the source terms, $\zeta^*g=(y^2+iy)/(1+y^2)^2$, so
\begin{equation}
\frac{\langle\zeta,e\rangle}{\delta R_2}
=\int\frac{xy^2-(\pi/2)y}{(1+y^2)^2}\,dx
=0-\frac{\pi}{2}\int_0^\infty\frac{dy}{(1+y^2)^2}
=-\frac{\pi^2}{8}.
\end{equation}
The first part vanishes because $y^2/(1+y^2)^2=1/(4\cosh^2x)$ is even in $x$. The same symmetry gives $\langle g,e\rangle=0$. In $\langle\zeta_1,e\rangle$ the real part of $g$ is even and multiplies $x$, while the imaginary part is odd and multiplies a constant, so this product also vanishes.

Projecting $\delta Z=e$ on $\zeta,g,\zeta_1,g_1$ in turn gives
\begin{align}
L_2a+\tfrac12b+L_2c&=-\pi^2\delta/8, &
\tfrac12a+\tfrac12b+c&=0,\\
L_2a+b+L_1c+\tfrac12d&=0, &
\tfrac12c+\tfrac12d&=0 .
\end{align}
Thus $d=-c$ and $b=-a-2c$. Substitution leaves
\begin{align}
(L_2-\tfrac12)a+(L_2-1)c&=-\pi^2\delta/8,\\
(L_2-1)a+(L_1-\tfrac52)c&=0 .
\end{align}
Eliminating $a$ and using $\delta R_1/R_1=cR_2/R_1$ gives
\begin{equation}
\boxed{\frac{\delta R_1}{R_1}=\delta\,\frac{R_2}{R_1}\,\kappa,\qquad
\kappa=\frac{\pi^2}{8}\,
\frac{L_2-1}{(L_2-\frac12)(L_1-\frac52)-(L_2-1)^2}}
\end{equation}

The sign has a simple reading. The depressed arc lies below the ideal one in real part at low frequency and above it on the high-frequency side. The fit therefore shrinks the ideal arc, $a<0$. In the example with $n=0.98$, it lowers $R_2$ by 4.4 k$\Omega$ when the small arc is held at its true values. When the small arc is free, $R_1$ rises by 1.3 k$\Omega$ and $R_2$ falls by a further 1.0 k$\Omega$. The two resistances trade against each other, while their sum changes by only 0.2 k$\Omega$.

Extending the sweep to lower frequency does not cure this. With $\Lambda=\ln(\tau_2/\tau_1)=L_1-L_2$ held fixed, the denominator becomes $(\Lambda-1)L_2-\Lambda/2+1/4$, and $\kappa$ tends to $(\pi^2/8)/(\Lambda-1)$ as $L_2$ grows.

\section{Bias with proportional weights}

Now divide every function by $Z$. Between the two peaks $Z_1\simeq R_1$ and $Z_2\simeq-iR_2/y$. With $u=\ln(\omega R_1C_2)$, which is zero at the crossover,
\begin{equation}
\frac{Z_1}{Z}=\frac{1}{1-ie^{-u}},\qquad
\frac{Z_2}{Z}=\frac{-ie^{-u}}{1-ie^{-u}},\qquad
\frac eZ=\delta\,(x+i\pi/2)\,\frac{Z_2}{Z}.
\end{equation}
A resistor and a capacitor are $90^\circ$ apart in phase, so the functions $Z_1/Z$ and $Z_2/Z$ are orthogonal point by point. When $C_2/C_1$ and $R_2/R_1$ are both large, the part of the error proportional to $x$ is absorbed by the large arc or left as residual. The part with $i\pi/2$ is in phase with $R_1$:
\begin{equation}
\int{\rm Re}\left[\left(\frac{Z_1}{Z}\right)^{*}\frac eZ\right]du
=\frac{\pi\delta}{2}\int\frac{e^{-u}}{1+e^{-2u}}\,du
=\frac{\pi\delta}{4}\int\frac{du}{\cosh u}=\frac{\pi^2\delta}{4}.
\end{equation}

This must be divided by the squared length of $Z_1/Z$, after removing what a change of $\tau_1$ can imitate. The squared length is $\int du/(1+e^{-2u})\simeq\ln(\omega_{\max}R_1C_2)$. With $z=\omega\tau_1$, a change of $\tau_1$ has the relative shape $q=iz/(1+iz)$, up to sign. At high frequency, where $Z_1/Z\simeq1$, both its overlap with $Z_1/Z$ and its own squared length are
\begin{equation}
\int\frac{z^2}{1+z^2}\,d\ln z
=\tfrac12\ln(1+\omega_{\max}^2\tau_1^2)\simeq\ln(\omega_{\max}\tau_1).
\end{equation}
The projection to be removed is overlap squared over length squared, which is this same quantity. The difference is $\ln(R_1C_2/\tau_1)=\ln(C_2/C_1)$, and
\begin{equation}
\boxed{\frac{\delta R_1}{R_1}\simeq\delta\,\frac{\pi^2/4}{\ln(C_2/C_1)}}
\end{equation}
The factor $R_2/R_1$ has gone. This is a leading result that needs both $C_2/C_1$ and $R_2/R_1$ large; widely separated relaxation times alone are not enough. In a wide window the bias per unit $\delta$ is 2.10 against the estimated 1.07 for $C_2/C_1=10$, $R_2/R_1=10^4$, and 0.176 against 0.214 for $C_2/C_1=10^5$, $R_2/R_1=10$. The law also fails when the window ends below the small arc's peak.

\section{The numbers}

For unit weights, $L_2=3.055+0.115=3.170$ and $L_1=12.60$. Hence
\begin{equation}
\kappa=\frac{1.234\times2.17}{2.67\times10.10-2.17^2}=0.120 .
\end{equation}
A nonlinear refit at very small $\delta$ gives 0.1225. In a wider window, starting at $x=-8$, refit and formula give 0.138 and 0.137. For $n=0.98$ the predicted bias is $0.02\times100\times0.120=24\%$; the full refit gives 25\%, or $R_1=6.27$ k$\Omega$ in place of 5 k$\Omega$.

For proportional weights the estimate is $0.02\times2.467/\ln125=1.0\%$, and the refit gives 1.2\%, or 5.06 k$\Omega$. The slope per unit $\delta$ is 0.57 against the estimated 0.51. Widening the window to run from 1 mHz to 1 GHz leaves it at 0.57, so the window is not the cause. The excess comes from the finite $C_2/C_1$: at $C_2/C_1=125$, raising $R_2/R_1$ to $10^4$ and $10^6$ moves the slope further up, to 0.62 and 0.66, while at $R_2/R_1=100$ and $C_2/C_1=10^5$ it is 0.209 against the estimated 0.214. With $R_2/R_1=10^4$, $C_2/C_1=10^5$ and a wider window, both round to 0.214.

The four biases at $n=0.98$, in per cent, are:
\begin{center}
\begin{tabular}{lrrrr}
weights & $R_1$ & $C_1$ & $R_2$ & $C_2$\\
unit & 25.4 & 4.7 & $-1.1$ & 0.5\\
proportional & 1.2 & 0.1 & $-1.6$ & $-4.4$
\end{tabular}
\end{center}
Proportional weighting protects the small arc, but it does not reduce every bias. The large arc's tail exceeds the ideal tail by a relative amount that is $\delta x$ to first order, which rises to $0.02\ln100\simeq9\%$ at the crossover. Proportional weights take this tail seriously and lower $C_2$ to follow it.

The unweighted fit has the smaller rms misfit on the plot scale, 0.5\% of $R_2$ against 1.0\%. Above the crossover its largest relative error is 24\%, against 3.4\%. A plot of relative residuals therefore exposes what the full-scale plot conceals.

With $R_2$, $\tau_1$, $\tau_2$ and the window held fixed, ratios $R_2/R_1=10,30,100$ give unit-weight biases of 2.5, 7.5 and 25\%. The proportional ones are 0.6, 0.8 and 1.2\%. Their slow rise has the direction expected from the falling $C_2/C_1$.

\section{Which modulus, and which model?}

Proportional weights must come from somewhere. Let $Z^{\rm data}=Z(1+\epsilon)$, where $\epsilon$ has random phase and $\langle|\epsilon|^2\rangle=2s^2$. Weighting by the noisy data modulus gives, to order $s^2$,
\begin{equation}
\hat Z=\frac{\langle Z^{\rm data}/|Z^{\rm data}|^2\rangle}{\langle1/|Z^{\rm data}|^2\rangle}
=\frac{\langle1/(Z^{\rm data})^*\rangle}{\langle1/|Z^{\rm data}|^2\rangle}
\simeq\frac{Z}{1+2s^2}\simeq Z(1-2s^2),
\end{equation}
because points that happen to be small receive too much weight. If instead the model modulus varies during minimisation, write $\hat Z=Z/v$. The mean objective is $(1+2s^2)v^2-2v+1$, with minimum at $v=1/(1+2s^2)$, so $\hat Z=Z(1+2s^2)$. Weights frozen from a previous fit avoid both shifts. For $s=5\%$, with eight errors of equal size and evenly spaced phase at each frequency, the three choices shift $R_1$ by $-0.5$, $+0.5$ and 0.0\%.

If the large arc has exactly the depressed form assumed above, the direct cure is to fit $n$ as well. Without noise, both weightings then recover the true parameters when the fit starts close to them; from a poor start either fit can miss them. At 1\% proportional noise the predicted scatter of $R_1$ is 3.2\% with unit and 0.23\% with proportional weights.

A real spread of relaxation times need not have this form. For a log-normal spread with standard deviation 0.6 in $\ln\tau_2$, a fit with free $n$ still returns $R_1$ too low, by 32\% with unit and 1.7\% with proportional weights. With $n$ fixed at 1 and the fit started from the true values, the biases are $+91\%$ and $+0.4\%$. The unit-weight value is only a local minimum: a solution with $S$ seven times lower moves the first arc to 43 Hz and 212 k$\Omega$ and loses the small arc altogether. Freeing the exponent therefore reduces the size of the error with unit weights but increases it with proportional weights. It is not an assured cure when the arc has another shape.

\section{Beside a real ceramic}

The parameters are round values in the rough regime of an acceptor-doped strontium titanate ceramic with blocking grain boundaries near 600 K. For a pellet of 1 cm$^2$ by 1 mm they imply a relative permittivity of about 140 and, with 500 boundaries in series and the same permittivity in boundaries and grains, a boundary width of 16 nm. The assumption most open to doubt is the nearly ideal boundary arc: unequal boundaries spread the relaxation times, and $n$ near 0.9 would not be surprising. The small-$\delta$ law for unit weights cannot be carried that far. Already at $\delta=0.05$ the solution near the true values, with $R_1$ too high by 69\%, is only a local minimum, and a deeper one has $R_1=77$ k$\Omega$. At $\delta=0.1$ a full refit started from the true values uses both ideal arcs to imitate the depressed one, and returns an $R_1$ more than twenty times too large. With proportional weights the bias is 7\%.

Other omissions are smaller here. An electrode arc of 5 k$\Omega$ and 10 $\mu$F shifts the unweighted $R_1$ by 1.7\% and the proportional one by 0.003\%. A stray capacitance of 1 pF raises $C_1$ by 0.8\% under either weighting, since it adds to 120 pF. If the small arc itself has exponent 0.98, proportional weighting is the more affected, with $R_1$ shifted by $-0.9\%$ against $-0.3\%$. For an assumed activation energy of 0.9 eV, a drift of 0.1 K changes the resistance by 0.3\%, more than the proportional-weight scatter. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Inputs: R1 = 5.0 kohm, C1 = 0.12 nF
Inputs: R2 = 500 kohm, C2 = 15 nF
Arc peak frequencies: small 265.3 kHz, large 21.22 Hz
Crossover frequency |Z2| = R1: 2.12 kHz
|Z| at 1e+00 Hz: 504.440 kohm
|Z| at 1e+04 Hz: 5.149 kohm
|Z| at 1e+06 Hz: 1.292 kohm
Points above crossover: 27 of 61; share of sum |Z|^2: 0.0163 %
One-arc fit, unit: rms misfit 0.792 % of R2 (noise 0.679 %)
One-arc fit, prop.: rms misfit 66.3 % of |Z| (noise 1.41 %)
Columns below: R1, C1, R2, C2, all in %
1 % noise, unit scatter: 2.739 0.516 0.280 0.496
  mean shift: -0.164 0.028 0.008 0.004
1 % noise, prop. scatter: 0.224 0.401 0.275 0.236
  mean shift: -0.006 -0.001 0.010 -0.008
50 ohm noise, unit scatter: 0.176 0.730 0.003 0.007
50 ohm noise, prop. scatter: 0.250 0.983 0.004 0.075
n = 0.98, unit bias: 25.417 4.710 -1.091 0.482
n = 0.98, prop. bias: 1.188 0.080 -1.581 -4.442
Fitted R1: unit 6.271 kohm, prop. 5.059 kohm
unit fit: rms misfit 0.525 % of R2; max |dZ/Z| above crossover 24.2 %
prop. fit: rms misfit 1.042 % of R2; max |dZ/Z| above crossover 3.4 %
kappa, unit: refit 0.1225, formula 0.1202
kappa, wide window: refit 0.1380, formula 0.1372
Prop. bias/delta: refit 0.5688, estimate 0.5110
Prop. bias/delta, far arcs: refit 0.2144, formula 0.2143
R2/R1 = 10: R1 bias unit 2.48 %, prop. 0.57 %
R2/R1 = 30: R1 bias unit 7.48 %, prop. 0.81 %
R2/R1 = 100: R1 bias unit 25.42 %, prop. 1.19 %
n free, unit: R1 scatter at 1 % noise 3.228 %
n free, prop.: R1 scatter at 1 % noise 0.229 %
R1 shift at 5 % error, data modulus: -0.500 %
  free model modulus: 0.500 %; frozen: 0.000 %
Omitted effects: bias of R1, C1 (unit); R1, C1 (prop.), in %
Lead inductance 0.1 uH: -0.000 0.004; -0.002 0.013
Stray capacitance 1 pF: -0.013 0.847; -0.013 0.847
Electrode arc 5 kohm, 10 uF: 1.738 0.057; 0.003 0.001
Grain-arc exponent 0.98: -0.300 0.215; -0.892 -0.919
Implied permittivity 136; boundary width 16.0 nm (500 boundaries)
Drift of R for 0.1 K at 600 K, 0.9 eV: 0.29 %
Drive 100 mV: 0.20 mV per boundary, nonlinearity 1.9e-06
\end{verbatim}
